# Mass Polarization of a Rydberg Electron and Its Removal by Jacobi Coordinates, part 1

(Sections cited here and not found follow in the second part.)

## Coordinates, masses and the exact removal of the kinetic coupling

Hartree atomic units are used, so masses are in units of the electron mass. A nucleus of mass $M$ and charge $Z$ binds $N$ core electrons, and one further electron, the Rydberg electron, moves far outside them. The net charge of the core is $q=Z-N>0$. Laboratory positions are $\mathbf R_0$ for the nucleus, $\mathbf R_i$ for the core electrons ($i=1,\dots,N$) and $\mathbf R_e$ for the outer electron. Positions relative to the nucleus are

$$
\mathbf r_i=\mathbf R_i-\mathbf R_0,\qquad \mathbf r=\mathbf R_e-\mathbf R_0 ,
$$

with conjugate momenta $\mathbf p_i=-i\nabla_{\mathbf r_i}$ and $\mathbf p=-i\nabla_{\mathbf r}$. The core enters mainly through the sums

$$
\mathbf X=\sum_i\mathbf r_i,\qquad \mathbf P=\sum_i\mathbf p_i ,\qquad s=\frac1{M+N}.
$$

The treatment is nonrelativistic. The outer electron has high angular momentum $l$, so that its overlap with the core is negligible. It is therefore treated as distinguishable from the core electrons, and exchange and penetration are left out. The core is in a state $|0\rangle$ of zero orbital angular momentum, nondegenerate apart from spin, which plays no part here.

The first task is to separate the motion of the atom as a whole. Let $M_t=M+N+1$ be the total mass, $\mathbf C$ the centre of mass and $\mathbf K$ the momentum conjugate to $\mathbf C$. The chain rule gives the laboratory momenta

$$
\mathbf P_i^{\rm lab}=\mathbf p_i+\frac{\mathbf K}{M_t},\qquad
\mathbf P_e^{\rm lab}=\mathbf p+\frac{\mathbf K}{M_t},\qquad
\mathbf P_0^{\rm lab}=-(\mathbf P+\mathbf p)+\frac{M}{M_t}\mathbf K .
$$

The nuclear momentum contains $-(\mathbf P+\mathbf p)$ because every relative position contains $-\mathbf R_0$. In the kinetic energy the terms linear in $\mathbf K$ are

$$
\frac{(\mathbf P+\mathbf p)\cdot\mathbf K}{M_t}
-\frac1M(\mathbf P+\mathbf p)\cdot\frac{M\mathbf K}{M_t}=0 ,
$$

and the quadratic ones add to $(N+1+M)K^2/(2M_t^2)=K^2/(2M_t)$. The overall motion is free, and it is dropped by setting $\mathbf K=0$. The internal kinetic energy is

$$
T=\sum_i\frac{p_i^2}{2}+\frac{p^2}{2}+\frac{(\mathbf P+\mathbf p)^2}{2M}. \tag{1}
$$

The last term is the kinetic energy of the nucleus, which recoils against all the electrons together. Expanding its square gives

$$
\frac{(\mathbf P+\mathbf p)^2}{2M}=\frac{P^2}{2M}+\frac{p^2}{2M}+\frac{\mathbf P\cdot\mathbf p}{M}.
$$

The internal Hamiltonian is then

$$
H=h_c+\frac{p^2}{2\mu}+\frac{\mathbf P\cdot\mathbf p}{M}+U,\qquad \frac1\mu=1+\frac1M , \tag{2}
$$

where the core Hamiltonian and the interaction of the outer electron with the core are

$$
h_c=\sum_i\frac{p_i^2}{2}+\frac{P^2}{2M}-\sum_i\frac{Z}{r_i}+\sum_{i<j}\frac1{|\mathbf r_i-\mathbf r_j|},\qquad
U=-\frac Zr+\sum_i\frac1{|\mathbf r-\mathbf r_i|}.
$$

The replacement of the electron mass by $\mu$ is the origin of the normal mass shift. The term $\mathbf P\cdot\mathbf p/M$ is the mass polarization between the core and the outer electron, and its energy is a specific mass shift. The mass polarization among the core electrons themselves is contained in $P^2/(2M)$ and stays in $h_c$ throughout.

For a product state $|0\rangle|\varphi\rangle$ the first-order energy of the coupling is $\langle 0|\mathbf P|0\rangle\cdot\langle\varphi|\mathbf p|\varphi\rangle/M$. It vanishes because a state of zero orbital angular momentum has no vector expectation value. With exchange included there can be a further first-order term, built from momentum matrix elements between core and outer orbitals. For a core made of s orbitals only, it vanishes by angular symmetry unless $l=1$. It is outside the present model. Where it is allowed it is of first order in $1/M$, and it can far exceed the effects of order $1/M^2$ derived below. With hydrogenic $1s$ ($Z=2$) and $8p$ ($q=1$) orbitals and $M=7000$ it is about $1\times10^{-7}$ hartree, some 600 times the mass-rescaling energy of that level. The results below therefore describe real atoms only at higher $l$.

The coupling exists because $\mathbf r$ is measured from the nucleus, while the object around which the outer electron moves is the whole core. Jacobi coordinates measure its position from the core's centre of mass instead. That centre lies at

$$
\frac{M\mathbf R_0+\sum_i\mathbf R_i}{M+N}-\mathbf R_0=s\mathbf X
$$

relative to the nucleus. The new outer coordinate is therefore

$$
\mathbf x=\mathbf r-s\mathbf X, \tag{3}
$$

while the core coordinates $\mathbf r_i$ are kept. Let $\boldsymbol\pi_i$ and $\boldsymbol\pi$ be the momenta conjugate to $\mathbf r_i$ and $\mathbf x$ in the new set, and let $\boldsymbol\Pi=\sum_i\boldsymbol\pi_i$. A derivative with respect to $\mathbf r_i$ at fixed $\mathbf r$ also moves $\mathbf x$, by $-s$ times the displacement. The chain rule thus gives

$$
\mathbf p=\boldsymbol\pi,\qquad \mathbf p_i=\boldsymbol\pi_i-s\boldsymbol\pi,\qquad
\mathbf P=\boldsymbol\Pi-Ns\boldsymbol\pi . \tag{4}
$$

Since $1-Ns=Ms$, the momentum entering the nuclear recoil is

$$
\mathbf P+\mathbf p=\boldsymbol\Pi+(1-Ns)\boldsymbol\pi=\boldsymbol\Pi+Ms\,\boldsymbol\pi .
$$

The two parts of (1) that contain core momenta become

$$
\sum_i\frac{p_i^2}{2}=\sum_i\frac{\pi_i^2}{2}-s\,\boldsymbol\Pi\cdot\boldsymbol\pi+\frac{Ns^2}{2}\pi^2,
$$

$$
\frac{(\mathbf P+\mathbf p)^2}{2M}=\frac{\Pi^2}{2M}+s\,\boldsymbol\Pi\cdot\boldsymbol\pi+\frac{Ms^2}{2}\pi^2 .
$$

The cross terms cancel. The coefficient of $\pi^2/2$, including the original $p^2/2$, is $1+(N+M)s^2=1+s$. Hence

$$
T=\sum_i\frac{\pi_i^2}{2}+\frac{\Pi^2}{2M}+\frac{\pi^2}{2\mu_x},\qquad
\frac1{\mu_x}=1+\frac1{M+N}. \tag{5}
$$

This is an identity, with no expansion in $1/M$. The core part has the same form as in $h_c$, and the outer electron has the reduced mass of an electron and a body of mass $M+N$. For $N=0$ it reduces to $\mu_x=\mu$, as it must. The two inverse masses differ by

$$
d\equiv\frac1\mu-\frac1{\mu_x}=\frac1M-\frac1{M+N}=\frac{N}{M(M+N)} . \tag{6}
$$

The kinetic coupling has gone, but the potential has changed, because the distances must now be expressed through $\mathbf x$. From the core's centre of mass the nucleus is at $-s\mathbf X$ and core electron $i$ at $\mathbf r_i-s\mathbf X$. For a charge at $\mathbf a$ with $a\ll x$,

$$
\frac1{|\mathbf x-\mathbf a|}=\frac1x+\frac{\mathbf a\cdot\mathbf x}{x^3}+O\!\left(\frac{a^2}{x^3}\right).
$$

The nucleus contributes $-Z/x+Zs\,\mathbf X\cdot\mathbf x/x^3$. The electrons contribute $N/x+(1-Ns)\,\mathbf X\cdot\mathbf x/x^3$, since $\sum_i(\mathbf r_i-s\mathbf X)=(1-Ns)\mathbf X$. Their sum is

$$
U=-\frac qx+\lambda\frac{\mathbf X\cdot\mathbf x}{x^3}+\cdots,\qquad \lambda=1+qs . \tag{7}
$$

The factor $\lambda$ has a simple meaning. The dipole moment of a charged body depends on the origin. About the nucleus the core has dipole moment $-\mathbf X$; moving the origin by $s\mathbf X$ adds $-qs\mathbf X$, which gives $-\lambda\mathbf X$. For a neutral core the factor would be one, but then there would be no Coulomb Rydberg series.

The omitted multipoles and the dipole have no first-order effect outside a core of zero orbital angular momentum. The average charge distribution of the nucleus and of each electron about the core's centre of mass is spherical, so outside it the average potential is $-q/x$. In second order the dipole polarizes the core. If the outer electron is regarded as fixed at $\mathbf x$, the energy is

$$
-\lambda^2\sum_{\nu\ne0}\frac{|\langle\nu|\mathbf X\cdot\mathbf x|0\rangle|^2}{\Delta_\nu x^6}
=-\frac{\lambda^2\alpha}{2x^4},\qquad
\alpha=2\sum_{\nu\ne0}\frac{|\langle\nu|X_z|0\rangle|^2}{\Delta_\nu}. \tag{8}
$$

Here $|\nu\rangle$ are the eigenstates of $h_c$, $\Delta_\nu=E_\nu-E_0$ are their excitation energies, and $\alpha$ is the polarizability for the dipole $-\mathbf X$ measured from the nucleus, computed with the recoil term $P^2/(2M)$ included in $h_c$. The dipole about the core's centre of mass is $-\lambda\mathbf X$, so the polarizability of the free core ion is $\lambda^2\alpha$. Jacobi coordinates therefore remove the kinetic coupling, and leave a polarization energy that does depend on the core.

The consequence for the Coulomb levels follows by scaling. In $p^2/(2m)-q/r$, the substitution $\mathbf r=\boldsymbol\rho/(mq)$ gives $mq^2(-\tfrac12\nabla_\rho^2-1/\rho)$, so the levels are $-mq^2/(2n^2)$. The zeroth-order energy is $\varepsilon=-\mu q^2/(2n^2)$ in the nucleus-centred description and has $\mu_x$ in place of $\mu$ in the Jacobi description. The difference is

$$
\delta E=-\frac{q^2}{2n^2}(\mu_x-\mu)
=-\frac{q^2}{2n^2}\,\frac{\mu^2d}{1-\mu d}, \tag{9}
$$

because $\mu_x=\mu/(1-\mu d)$ by (6). This difference must be supplied by $\mathbf P\cdot\mathbf p/M$ when the calculation is done in nucleus-centred coordinates.

To compare it with a perturbation energy one needs $\langle p^2\rangle$ in the state $\varphi$ of $h_r=p^2/(2\mu)-q/r$. The expectation value of $[\mathbf r\cdot\mathbf p,h_r]$ vanishes in an eigenstate. The commutator is $i(p^2/\mu-q/r)$, hence $\langle q/r\rangle=\langle p^2\rangle/\mu$ and $\varepsilon=-\langle p^2\rangle/(2\mu)$. This gives

$$
\langle p^2\rangle=\frac{\mu^2q^2}{n^2}. \tag{10}
$$

To leading order in $d$, equation (9) is therefore $-d\langle p^2\rangle/2$, the expectation value of the operator $-Np^2/[2M(M+N)]$.

A model problem shows where this operator comes from. Suppose that the outer momentum is replaced by a constant vector $\boldsymbol\kappa$, so that the core feels $h_c+\mathbf P\cdot\boldsymbol\kappa/M$. The unitary operator $B=e^{i\mathbf a\cdot\mathbf X}$ shifts each core momentum, $B^\dagger\mathbf p_iB=\mathbf p_i+\mathbf a$, and leaves the positions alone. Under it $\mathbf P\to\mathbf P+N\mathbf a$, and

$$
B^\dagger h_cB=h_c+\Big(1+\frac NM\Big)\Big(\mathbf a\cdot\mathbf P+\frac{Na^2}{2}\Big),
\qquad
B^\dagger\frac{\mathbf P\cdot\boldsymbol\kappa}{M}B=\frac{\mathbf P\cdot\boldsymbol\kappa}{M}+\frac{N\mathbf a\cdot\boldsymbol\kappa}{M}.
$$

Since $1+N/M=1/(Ms)$, the choice $\mathbf a=-s\boldsymbol\kappa$ cancels the terms linear in $\mathbf P$. The constants that remain are

$$
\frac{Ns\kappa^2}{2M}-\frac{Ns\kappa^2}{M}=-\frac{Ns\kappa^2}{2M}
=-\frac{N\kappa^2}{2M(M+N)} . \tag{11}
$$

Every core level moves by the same amount, and there are no higher powers of $\kappa$. The interactions in the core did not enter, because they depend on positions and a boost leaves positions unchanged. This is why the kinetic effect contains $N$ and $M$ but neither the excitation energies nor the polarizability.

For the real outer electron $\boldsymbol\kappa$ is the operator $\mathbf p$. The corresponding transformation $e^{-is\mathbf p\cdot\mathbf X}$ shifts $\mathbf p_i$ by $-s\mathbf p$, as in (4), but it also shifts $\mathbf r$ by $s\mathbf X$, because $\mathbf p$ generates translations of $\mathbf r$. The first shift removes the mass polarization. The second is the change of distances that produced $\lambda$ in (7). A constant $\boldsymbol\kappa$ has no conjugate position to shift, so in the model problem the second effect is absent.

Jacobi coordinates remove the kinetic coupling exactly, changing the outer electron's reduced mass from $\mu$ to $\mu_x$ and multiplying the dipole coupling by $\lambda$. It remains to recover both effects by second-order perturbation theory in nucleus-centred coordinates and to test them numerically.
